# Screened scattering angles by Gauss-Chebyshev quadrature, with a Rutherford test

## Definitions and conventions

A projectile of mass \(M_1\), nuclear charge number \(Z_1\) and laboratory energy \(E\) meets a free target atom \(M_2,Z_2\) at rest. The motion is classical, elastic and nonrelativistic. The impact parameter \(b>0\) is the distance by which the atoms would miss each other without a force. Atomic units are used in the algebra, electronvolts and angstroms for numbers.

The pair potential is

\[
V(r)=\frac{Z_1Z_2}{r}\,\phi(x),\qquad x=\frac ra,\qquad
a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},
\]

with the universal screening function \(\phi(x)=\sum_i c_i e^{-d_ix}\),

\[
\begin{aligned}
c_i&=0.18175,\;0.50986,\;0.28022,\;0.02817,\\
d_i&=3.19980,\;0.94229,\;0.40290,\;0.20162 .
\end{aligned}
\]

The \(c_i\) add up to 1, so \(\phi(0)=1\). Setting every \(d_i=0\) gives \(\phi=1\) everywhere: screening is then off, and the same code must reproduce Rutherford scattering.

The energy of relative motion is \(E_c=EM_2/(M_1+M_2)\). The two reduced variables are

\[
\varepsilon=\frac{aE_c}{Z_1Z_2},\qquad \beta=\frac ba,
\qquad\text{so that}\qquad \frac{V}{E_c}=\frac{\phi(x)}{\varepsilon x}.
\]

With energies in eV and lengths in Å, \(Z_1Z_2\) is multiplied by \(e^2/4\pi\epsilon_0=14.39965\) eV Å.

## The integral to be evaluated

Let \(\mu\) be the reduced mass and \(v\) the initial relative speed. Then \(E_c=\mu v^2/2\), and the angular momentum is \(L=\mu vb\). The centrifugal energy is \(L^2/(2\mu r^2)=E_cb^2/r^2\), so energy conservation reads

\[
\frac{\mu\dot r^2}{2}=E_cH,\qquad H=1-\frac{V}{E_c}-\frac{b^2}{r^2},
\qquad |\dot r|=v\sqrt H .
\]

The polar angle \(\alpha\) changes at the rate \(\dot\alpha=L/(\mu r^2)=vb/r^2\). Hence \(|d\alpha/dr|=b/(r^2\sqrt H)\). The inward and outward halves of the path sweep equal angles, and an undeflected path sweeps \(\pi\). The centre-of-mass scattering angle is therefore

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{H(r)}},\qquad H(r_0)=0 .
\]

The turning point \(x_0=r_0/a\) has to be found first. Both \(\phi/x\) and \(\beta^2/x^2\) decrease with \(x\), so \(H=1-\phi/(\varepsilon x)-\beta^2/x^2\) rises from \(-\infty\) to 1 and has one zero. At \(x=\beta\), \(H=-\phi(\beta)/(\varepsilon\beta)<0\), so \(x_0>\beta\). Since \(\phi\le1\), \(H\) is nowhere below its unscreened value. The unscreened turning point, the positive root of \(x^2-x/\varepsilon-\beta^2=0\), is thus an upper bound:

\[
\beta<x_0\le\frac1{2\varepsilon}+\sqrt{\frac1{4\varepsilon^2}+\beta^2}.
\]

A bracketing root finder applied to \(x^2-x\phi(x)/\varepsilon-\beta^2=0\) is safe between these limits. The ends are widened slightly, because with screening off the upper limit is itself the root.

The infinite range is removed by \(u=x_0/x\), for which \(dx/x^2=-du/x_0\):

\[
\theta=\pi-\frac{2\beta}{x_0}\int_0^1\frac{du}{\sqrt{F(u)}},\quad
F(u)=1-\frac{u\,\phi(x_0/u)}{\varepsilon x_0}-\frac{\beta^2u^2}{x_0^2}.
\]

Here \(u=0\) is infinite separation and \(u=1\) is the turning point.

## What goes wrong with equal steps in \(u\)

The obvious scheme samples \(1/\sqrt F\) at the centres of \(n\) equal cells. It never evaluates the infinite value at \(u=1\), but it still converges badly.

Near the end \(F\approx|F'(1)|(1-u)\), so the integrand behaves as \(s^{-1/2}\) with \(s=1-u\). In the last cell, of width \(h=1/n\), the exact integral of \(s^{-1/2}\) is \(2\sqrt h\), while the midpoint value is \(h/\sqrt{h/2}=\sqrt2\,\sqrt h\). The missing part is \(0.586\sqrt h\). The \(k\)th cell from the end contributes \(\sqrt h\) times a number that falls as \(k^{-5/2}\), because the local midpoint error is proportional to \(h^3\) times the second derivative, \((kh)^{-5/2}\). These numbers have a finite sum, so the total error is proportional to \(n^{-1/2}\). The curve \(s^{-1/2}\) is convex, so the integral comes out too small and \(\theta\) too large.

For the unscreened case \(\varepsilon=\beta=1\), the error in \(\theta\) is \(+0.0636\) rad with 100 cells and \(+0.0318\) rad with 400. Four times the work halves the error.

## Removing the singularity

The cure depends on the zero of \(F\) at \(u=1\) being simple. With \(y=x_0/u\),

\[
\frac{d}{du}\big[u\phi(x_0/u)\big]=\phi(y)-y\phi'(y),
\]

because \(dy/du=-y/u\). Therefore

\[
F'(u)=-\frac{\phi(y)-y\phi'(y)}{\varepsilon x_0}-\frac{2\beta^2u}{x_0^2}<0,
\]

since \(\phi>0\) and \(\phi'\le0\). The square-root singularity can then be divided out:

\[
\frac1{\sqrt F}=\frac{g(u)}{\sqrt{1-u^2}},\qquad g(u)=\sqrt{\frac{1-u^2}{F(u)}} .
\]

At \(u=1\) numerator and denominator both vanish, and the ratio of their derivatives gives the finite value \(g(1)=\sqrt{-2/F'(1)}\).

Now put \(u=\cos\psi\). Since \(du=-\sin\psi\,d\psi\) and \(\sqrt{1-u^2}=\sin\psi\),

\[
\int_0^1\frac{g(u)\,du}{\sqrt{1-u^2}}=\int_0^{\pi/2}g(\cos\psi)\,d\psi .
\]

The midpoint rule with \(n\) cells of width \(h=\pi/(2n)\) gives the working formula

\[
\boxed{\;\theta_n=\pi-\frac{\pi\beta}{n x_0}\sum_{j=1}^n g(u_j),\quad
u_j=\cos\frac{(2j-1)\pi}{4n}\;}
\]

This is a Gauss-Chebyshev rule. The rule with \(N\) points is

\[
\int_{-1}^1\frac{G(u)\,du}{\sqrt{1-u^2}}\approx\frac{\pi}{N}\sum_{j=1}^{N}
G\!\left(\cos\frac{(2j-1)\pi}{2N}\right).
\]

Take \(N=2n\) and \(G(u)=g(|u|)\). The nodes come in pairs \(\pm u_j\), so the sum is \(2\sum_{j=1}^n g(u_j)\). Half the full integral is \((\pi/2n)\sum_{j=1}^n g(u_j)\), as above.

Two limits are built in. Without a force \(x_0=\beta\), \(F=1-u^2\) and \(g=1\), so \(\theta_n=0\) for every \(n\). For a head-on collision \(\beta\to0\) while the integral stays finite, so \(\theta\to\pi\).

The construction fails if the potential has an attractive part strong enough to make \(F'(1)=0\). Then \(F\) has a double zero, \(1/\sqrt F\) behaves as \(1/s\), and the integral diverges: the atoms orbit each other. The repulsive universal potential excludes this.

## Rutherford scattering as a test

With \(\phi=1\) and \(q=\beta/x_0\), \(F=1-u/(\varepsilon x_0)-q^2u^2\). The condition \(F(1)=0\) gives \(1/(\varepsilon x_0)=1-q^2\), and then

\[
F=1-(1-q^2)u-q^2u^2=(1-u)(1+q^2u).
\]

To integrate, let \(t^2=(1-u)/(1+q^2u)\). Solving for \(u\),

\[
u=\frac{1-t^2}{1+q^2t^2},\quad
1+q^2u=\frac{1+q^2}{1+q^2t^2},\quad
du=-\frac{2t(1+q^2)}{(1+q^2t^2)^2}\,dt .
\]

Because \(\sqrt F=t(1+q^2u)\), the factors \(t\) and \(1+q^2\) cancel:

\[
\int_0^1\frac{du}{\sqrt F}=2\int_0^1\frac{dt}{1+q^2t^2}=\frac{2\arctan q}{q}.
\]

Hence \(\theta=\pi-4\arctan q\), and

\[
\tan\frac\theta2=\cot(2\arctan q)=\frac{1-q^2}{2q}
=\frac{1}{\varepsilon x_0}\,\frac{x_0}{2\beta}=\frac1{2\varepsilon\beta},
\]

which is Rutherford's formula.

For \(\varepsilon=\beta=1\) the angle is \(2\arctan(1/2)=53.1301^\circ\). The rule approaches it, but its errors at \(n=4,8,16,32\) are \(-2.44\times10^{-3}\), \(-6.13\times10^{-4}\), \(-1.53\times10^{-4}\) and \(-3.83\times10^{-5}\) rad. Each doubling of \(n\) gains only a factor of four. The turning point has been regularized, so the remaining fault must lie elsewhere.

## The second fault: a kink at infinite separation

Dividing \(1-u^2\) by \(F\) gives, without screening,

\[
g(u)=\sqrt{\frac{1+u}{1+q^2u}},\qquad g'(0)=\frac{1-q^2}{2}.
\]

The slope at \(u=0\) is not zero, so \(g(|u|)\) has a kink in the middle of the Chebyshev interval. Its cost can be calculated. Write \(G(\psi)=g(\cos\psi)\), \(I\) for its integral and \(M\) for the midpoint sum. Expanding \(G\) about the centre \(\psi_j\) of one cell gives

\[
\int_{\rm cell}G\,d\psi=hG(\psi_j)+\frac{h^3}{24}G''(\psi_j)+O(h^5).
\]

Summed over the cells, \(h\sum G''\) becomes \(\int G''d\psi\) to leading order, so

\[
I-M\approx\frac{h^2}{24}\big[G'(\pi/2)-G'(0)\big].
\]

From \(G'=-\sin\psi\,g'(\cos\psi)\), \(G'(0)=0\) and \(G'(\pi/2)=-g'(0)\). Thus \(M-I\approx h^2g'(0)/24=\pi^2(1-q^2)/(192n^2)\). Multiplying by \(-2q\), the factor in front of the integral in \(\theta\),

\[
\theta_n-\theta\approx-\frac{\pi^2q(1-q^2)}{96\,n^2}.
\]

In the test case \(x_0=1.618\) and \(q=0.618\). At \(n=32\) the law gives \(-3.8349\times10^{-5}\) rad, and the actual error is \(-3.8347\times10^{-5}\) rad. The next endpoint term is of order \(h^4\). After the leading error is subtracted, the observed order between \(n=16\) and 32 is 4.00.

The validation can therefore demand more than rough agreement. For \((\varepsilon,\beta)=(0.01,4)\), \((0.2,0.5)\), \((1,1)\), \((5,0.1)\) and \((10,3)\), the rule with \(n=64\) and this correction agreed with Rutherford's angle within \(10^{-8}\) rad.

## What screening changes

The offending term is \(u\phi(x_0/u)=\sum_i c_i\,u\,e^{-d_ix_0/u}\). Each derivative is a sum of powers of \(1/u\) times these exponentials, and it vanishes as \(u\to0^+\). The kink is gone, and \(g(|u|)\) has derivatives of every order at \(u=0\). At \(u=1\), \(g\) is a smooth function of \(\cos\psi\), which is even in \(\psi\). All odd derivatives of \(G\) thus vanish at both ends, and with them every power-law endpoint term. For fixed \(\varepsilon\) and \(\beta\), the error eventually falls faster than any power of \(1/n\).

The word "eventually" matters. The exponentials act where \(u\lesssim d_ix_0\), while the nodes near \(u=0\) are about \(\pi/(2n)\) apart. If \(x_0\) is so small that the nodes step over this region, the rule sees a Coulomb tail and makes the Coulomb error. For \(\varepsilon=1000\), \(\beta=0.0005\) and \(n=16\), the unscreened bound gives \(x_0\le0.00121\), so even the largest \(d_ix_0\) is below 0.004. The smallest node is at \(u\approx0.05\). The error of the screened calculation is \(-1.364\times10^{-4}\) rad, against \(-1.379\times10^{-4}\) rad from the Coulomb law. Subtracting the law would remove about 99% of the error in this case.

For nitrogen on ruthenium this \(\varepsilon\) would need a laboratory energy near 40 MeV. It tests the algorithm and has no bearing on plasma processing.

## A nitrogen ion on ruthenium

An N\(^+\) ion crosses a 300 V sheath without collisions and strikes a Ru atom at \(b=0.500\) Å (0.0500 nm). It is treated as a neutral atom during the encounter. With masses 14.007 and 101.07 u,

\[
E_c=300\times\frac{101.07}{115.077}=263.48\ \text{eV}.
\]

The screening length is \(a=0.118548\) Å, so

\[
\varepsilon=\frac{0.118548\times263.484}{7\times44\times14.39965}=0.0070428,\quad
\beta=\frac{0.500}{0.118548}=4.2177 .
\]

The root finder gives \(x_0=6.6286\), or \(r_0=0.786\) Å. There \(\phi=0.0278\): at closest approach screening has removed 97% of the bare Coulomb potential. The endpoint slope \(F'(1)=-2.8584\) gives \(g(1)=\sqrt{2/2.8584}=0.8365\).

Four nodes suffice for a calculation by hand:

| \(u_j\) | \(F(u_j)\) | \(g(u_j)\) |
|---:|---:|---:|
| 0.980785 | 0.054024 | 0.839351 |
| 0.831470 | 0.413569 | 0.863903 |
| 0.555570 | 0.817462 | 0.919629 |
| 0.195090 | 0.984465 | 0.988494 |

While \(F\) changes by a factor of 18, \(g\) changes by less than 20%. The sum of \(g\) is 3.611377, and

\[
\theta_4=\pi-\frac{\pi\times4.217701}{4\times6.628604}\times3.611377
=1.33685\ \text{rad}=76.596^\circ .
\]

An adaptive integration over the radius gives \(76.5984^\circ\). Relative to it, the errors at \(n=4,8,16\) are \(-4.8\times10^{-5}\), \(+4.5\times10^{-8}\) and \(-1.7\times10^{-8}\) rad. At \(n=32\) the difference is below the \(10^{-11}\) tolerance requested of each part of the reference integral, so it cannot be relied on as a measure of the rule's error. The gain from 8 to 16 is small and the sign changes, so single values of \(n\) are a poor guide to the rate of convergence. A fairer measure is the largest error among neighbouring \(n\): for \(n=32\) to 35 it was less than 1/256 of that for \(n=8\) to 11.

### Back to the laboratory

Let \(v\) be the initial projectile speed. The centre of mass moves at \(V_c=M_1v/(M_1+M_2)\), and the projectile has speed \(w=M_2v/(M_1+M_2)\) relative to it. After the collision its laboratory velocity components are \(w\cos\theta+V_c\) and \(w\sin\theta\). Since \(V_c/w=M_1/M_2\),

\[
\tan\vartheta=\frac{\sin\theta}{\cos\theta+M_1/M_2}
=\frac{0.9728}{0.2318+0.1386},\qquad \vartheta=69.2^\circ .
\]

The target has speed \(V_c\) in the centre-of-mass frame, and its laboratory velocity afterwards is \(V_c(1-\cos\theta,-\sin\theta)\). The square of this is \(2V_c^2(1-\cos\theta)=4V_c^2\sin^2(\theta/2)\). With \(v^2=2E/M_1\), the recoil energy is

\[
T=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2
=0.4276\times300\times0.3841=49.3\ \text{eV}.
\]

Newton's equations for both atoms, integrated from a separation of about 20 Å, test the whole chain. At \(b=0.2\), 0.5 and 1.0 Å they agreed with the formulas within \(10^{-6}\) rad in \(\vartheta\) and \(10^{-4}\) eV in \(T\).

### Dependence on impact parameter

At fixed energy:

| \(b\) (Å) | \(\theta\), screened | \(\theta\), Rutherford | \(T\), screened (eV) |
|---:|---:|---:|---:|
| 0.2 | 134.4° | 177.3° | 109.0 |
| 0.5 | 76.6° | 173.2° | 49.3 |
| 1.0 | 22.9° | 166.4° | 5.05 |
| 1.5 | 5.9° | 159.8° | 0.34 |

Without screening, even a projectile aimed 1.5 Å to the side would be turned back. With it, the projectile passes almost straight and transfers a fraction of an electronvolt. The screened entries for \(b=1.0\) and 1.5 Å describe the model potential only: these paths probe separations near the N–Ru bond length, where the universal potential is still repulsive (8.5 eV at 1.6 Å) while the real atoms attract, so the size of these angles, and at 1.5 Å possibly the sign, is not reliable. Rutherford's formula is a sound test of the code and a useless model of this collision.

## How far the angle can be trusted

The 300 V sheath is an assumed setting. A nitrogen plasma may also deliver N\(_2^+\), whose atoms would carry about 150 eV each at this voltage. For a single encounter with the target atom, the uncertain potential and the thermal displacement of the target matter most among the effects estimated below. The estimates use a rough Ru spacing of 2.7 Å and hold the other settings fixed.

- **Potential.** The Molière function \(0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}\), with the Firsov length \(0.8853/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}\), gives 84.3°, a change of 7.7°. Neither potential is a reference for the other.
- **Temperature.** A classical Debye estimate of the displacement along one axis is \(\sqrt{3\hbar^2T/(M_2k\Theta^2)}\). It gives 0.048 Å at 400 K for a rough \(\Theta=500\) K. The slope \(d\theta/db=-162^\circ\)/Å turns this into a spread of 7.8°.
- **Quantum spread.** A packet of width \(\sigma\) in \(b\) has an angular spread of at least \(\lambda/(2\sigma)\), where \(\lambda=\hbar/\sqrt{2\mu E_c}=0.00080\) Å. It also samples angles over \(|d\theta/db|\sigma\). Added in quadrature, the two have the minimum \(\sqrt{\lambda|d\theta/db|}\). With the slope in radians, 2.82 rad/Å, this is 0.048 rad or 2.7°.
- **Neighbour.** A second Ru atom passed at 2.2 Å would by itself give a centre-of-mass angle of 1.0°, which is a laboratory deflection of 0.9°. At this distance the real interaction is likely to be attractive, so the figure is a scale from the model potential and even its sign is uncertain. This is not a bound on the neighbour's effect in a solid. A neighbour passed earlier also shifts the impact parameter at the target, and one on the side to which the projectile is deflected may be struck in a second collision. The final direction can then change by far more than 1°.
- **Electronic loss.** Lindhard-Scharff stopping over one spacing takes about 7 eV. Removed entirely before the collision, this raises \(\theta\) by 0.6°.
- **Chemical attraction.** A rough 5 eV well, counted only as extra relative energy at fixed \(b\), lowers \(\theta\) by 0.5°. At fixed angular momentum the extra energy also reduces the effective impact parameter, by about 0.0047 Å, which by itself raises \(\theta\) by about 0.8°. The attraction also bends the path inwards where the projectile enters and leaves the well, which lowers \(\theta\) again and is not included here. These contributions partly cancel, so 0.5° is only a scale and gives neither the sign nor the size of the net shift. A 5 eV offset also understates how far a bonding curve departs from the universal one: near 1.6 Å the gap is the well depth plus the 8.5 eV of universal repulsion, and the shape of the repulsive wall changes as well. That effect belongs with the uncertainty of the potential.

These are scales, not corrections to be added. For the single binary encounter they suggest an angle of about 77° with an uncertainty of roughly ten degrees, whereas four nodes already bring the quadrature error below 0.003°. The final direction of an ion leaving a solid also depends on its collisions with other atoms, which this estimate leaves out. For this collision more nodes would not improve the prediction. A better pair potential would, and sampling the target positions would replace the single angle by its thermal distribution. The full numerical output follows.

## Computed values

```
N lab energy 300.0 eV; relative energy 263.484 eV
Masses N, Ru: 14.007, 101.07 u
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
Impact parameter: 0.500 angstrom = 0.0500 nm
Screening length: 0.118548 angstrom
Reduced energy eps: 0.0070428; reduced impact beta: 4.217701
Turning point: x0 6.628604; r0 0.785808 angstrom
phi(x0): 0.0277835; F'(1): -2.858399
Regularized endpoint g(1): 0.836476
n=4 node 1: u 0.980785, F 0.054024, g 0.839351
n=4 node 2: u 0.831470, F 0.413569, g 0.863903
n=4 node 3: u 0.555570, F 0.817462, g 0.919629
n=4 node 4: u 0.195090, F 0.984465, g 0.988494
n=4 sum of g: 3.611377; angle 76.59560 deg
n=64 centre-of-mass angle: 76.598353 deg
Adaptive radial integral: 76.598353 deg
Screened error n=4: -4.799e-05 rad
Screened error n=8: 4.499e-08 rad
Screened error n=16: -1.664e-08 rad
Screened error n=32: -2.999e-12 rad
Lab angle: rule 69.15664, path 69.15664 deg
Ru recoil: rule 49.27533, path 49.27533 eV
Rutherford test eps=beta=1.0: x0 1.618034, q 0.618034
Exact Rutherford test angle: 53.130102 deg
Coulomb error n=4: actual -2.4447e-03, law -2.4543e-03 rad
Coulomb error n=8: actual -6.1298e-04, law -6.1358e-04 rad
Coulomb error n=16: actual -1.5336e-04, law -1.5340e-04 rad
Coulomb error n=32: actual -3.8347e-05, law -3.8349e-05 rad
Order after endpoint correction: 4.001
Unregularized error n=100, 400: 6.3592e-02, 3.1800e-02 rad
Unregularized convergence order: 0.500
Close case: eps 1000, beta 0.0005, n 16
Close-case error: actual -1.3635e-04, law -1.3789e-04 rad
b 0.2 angstrom: universal 134.405, Rutherford 177.277 deg, recoil 109.023 eV
b 0.5 angstrom: universal 76.598, Rutherford 173.200 deg, recoil 49.275 eV
b 1.0 angstrom: universal 22.896, Rutherford 166.448 deg, recoil 5.054 eV
b 1.5 angstrom: universal 5.896, Rutherford 159.789 deg, recoil 0.339 eV
Rough inputs: spacing 2.7 angstrom, Debye 500 K
Electronic loss over one spacing: 7.18 eV
Angle shift if lost before collision: 0.62 deg
Neighbour at 2.2 angstrom: 1.01 deg
Rough 5 eV attraction: energy-shift effect -0.48 deg
Angle slope d(theta)/db: -161.51 deg/angstrom
Thermal displacement at 400 K: 0.0480 angstrom
Thermal angular spread: 7.75 deg
Reduced de Broglie wavelength: 0.000803 angstrom
Minimum quantum angular spread: 2.73 deg
Moliere-Firsov angle: 84.316 deg
Change due to that potential: 7.717 deg
```
